\section*{Comment on computing Berry connections from finite differences of eigenvectors}

\section{The argument under review}

The argument concerns a nondegenerate band of a Hamiltonian $H(\mathbf k)$ that depends smoothly on $\mathbf k$. It runs as follows. The Berry connection is
\begin{equation}
A_j=i\langle u|\partial_j u\rangle ,\qquad \partial_j=\partial/\partial k_j ,
\end{equation}
where $u(\mathbf k)$ is the normalized eigenvector. A numerical solver supplies an eigenvector $v$ at $\mathbf k$ and another at a point displaced by $h$ along $k_x$. Hence
\begin{equation}
a_h=\frac{i}{h}\,\langle v(\mathbf k)|v(\mathbf k+h\hat x)-v(\mathbf k)\rangle
\label{eq:naive}
\end{equation}
should approach $A_x$ with an error proportional to $h$. The curvature
\begin{equation}
\Omega=\partial_xA_y-\partial_yA_x
\end{equation}
should follow from similar quotients, and any remaining inaccuracy should be cured by a smaller step.

As evidence, consider the lower band of
\begin{equation}
H=\mathbf d\cdot\boldsymbol\sigma,\qquad
\mathbf d=(\sin k_x,\ \sin k_y,\ \cos k_x+\cos k_y-1),
\label{eq:model}
\end{equation}
with energy and $\mathbf k$ dimensionless (lattice constant 1). At $\mathbf k=(1.0,0.7)$, the double-precision Hermitian eigensolver \texttt{eigh} of numpy gives $\mathrm{Re}\,a_h=0.1949$, $0.1975$ and $0.1978$ for $h=10^{-2}$, $10^{-3}$ and $10^{-4}$. The sequence plainly settles down. Does it establish the method?

\section{What the quotient measures}

It does not. The eigenvalue equation and normalization fix an eigenvector only up to a phase, so the solver returns
\begin{equation}
v(\mathbf k)=e^{i\chi(\mathbf k)}u(\mathbf k),
\end{equation}
where $u$ is a locally smooth choice and nothing obliges $\chi$ to be continuous. Differentiating $\langle u|u\rangle=1$ shows that $\langle u|\partial_xu\rangle$ is imaginary, so $A_x$ is real and $\langle u|\partial_xu\rangle=-iA_x$. With $\delta=\chi(\mathbf k+h\hat x)-\chi(\mathbf k)$, a Taylor expansion of $u$ gives
\begin{equation}
\langle v(\mathbf k)|v(\mathbf k+h\hat x)\rangle
=e^{i\delta}\left[1-ihA_x+O(h^2)\right].
\end{equation}
Subtracting $\langle v|v\rangle=1$ and multiplying by $i/h$,
\begin{equation}
a_h=\frac{i(e^{i\delta}-1)}{h}+e^{i\delta}A_x+O(h).
\label{eq:ah}
\end{equation}
The first term has modulus $2|\sin(\delta/2)|/h$. Everything depends on how $\delta$ behaves as $h$ shrinks.

\emph{Smooth phases.} If $\chi$ is smooth, $\delta=h\,\partial_x\chi+O(h^2)$, the first term tends to $-\partial_x\chi$, and
\begin{equation}
a_h\to A_x-\partial_x\chi .
\label{eq:gauge}
\end{equation}
This is a connection, but the one belonging to the solver's own gauge.

\emph{Phases that do not match.} If $\delta$ stays away from zero (modulo $2\pi$) as $h$ shrinks, $a_h$ diverges as $1/h$. If it does so only at some of the steps, $a_h$ is of order $1/h$ at those steps and can look convergent at the others. For independent, uniformly distributed phases, the average of $|e^{i\delta}-1|^2=2-2\cos\delta$ is 2, so the root-mean-square (rms) modulus of $a_h$ is $\sqrt2/h$ at leading order.

\emph{A sign flip.} For $\delta=\pi$, Eq.~(\ref{eq:ah}) becomes $a_h=-2i/h-A_x+O(h)$. The divergence sits in the imaginary part, while the real part stays finite and has the wrong sign. Inspecting only $\mathrm{Re}\,a_h$ can therefore hide the fault.

\section{Why the evidence looked good}

Let $\theta$ and $\varphi$ be the polar and azimuthal angles of $\mathbf d$. A lower-band eigenvector whose first component is real and positive is
\begin{equation}
u^{(1)}=\begin{pmatrix}\sin(\theta/2)\\-e^{i\varphi}\cos(\theta/2)\end{pmatrix}.
\end{equation}
In $\langle u^{(1)}|\partial_xu^{(1)}\rangle$ the derivatives of the two moduli add up to $\frac12\partial_x(\sin^2\frac\theta2+\cos^2\frac\theta2)=0$. The derivative of the phase leaves $i\cos^2(\theta/2)\,\partial_x\varphi$, and multiplication by $i$ gives
\begin{equation}
A_x^{(1)}=-\cos^2(\theta/2)\,\partial_x\varphi .
\end{equation}
Making the second component real and positive instead means $u^{(2)}=-e^{-i\varphi}u^{(1)}$, that is, $\chi=\pi-\varphi$. By Eq.~(\ref{eq:gauge}),
\begin{equation}
A_x^{(2)}=A_x^{(1)}+\partial_x\varphi=\sin^2(\theta/2)\,\partial_x\varphi .
\end{equation}
At the chosen point $\partial_x\varphi=-0.3099$. Central differences of numerical eigenvectors brought to these two gauges give $A_x^{(1)}=0.1978$ and $A_x^{(2)}=-0.1121$, which differ by $-0.3099$ as they should. Both are legitimate. The author's sequence approached the first, so at those steps the solver behaved as if it used the first gauge, up to a constant overall sign that does not affect the connection (its first component is real but negative there). Even at this point the agreement holds only for some steps: of 400 logarithmically spaced values of $h$ between $10^{-6}$ and $10^{-1}$, 42 return a displaced vector of the opposite sign.

Along the line $k_y=0.7$ this solver keeps the first component real, but it does not keep its sign. Dividing $0\le k_x\le2\pi$ into 200 steps and counting as a jump any change $|v_{j+1}-v_j|>0.5$, one finds 25 jumps with the same untouched solver. With 2000 steps there are 233. Such counts are specific to the solver and its settings. The largest change is $2.0000$ on both grids. Since
\begin{equation}
|v_{j+1}-v_j|^2=2-2\,\mathrm{Re}\langle v_j|v_{j+1}\rangle ,
\end{equation}
a change of 2 means an overlap of $-1$, a sign flip. Every counted jump on both grids is of this kind. The largest quotient $|v_{j+1}-v_j|/h$ accordingly grows from $2/(2\pi/200)=63.7$ to $637$.

The first jumps on the coarse grid start at $k_x=0.346$ and $0.377$, which are neighbouring grid points: the vector between these two steps is out of line with both its neighbours. On the fine grid the first jumps occur elsewhere, at $0.016$ and $0.019$. These data do not identify what inside the solver causes the jumps. They do show that a convergent result at one point is no warrant for the next.

\section{The curvature fares worse}

The curvature itself does not depend on the gauge, because the change $-\partial_j\chi$ of a smooth connection has zero curl. Writing out the derivatives, the terms with $\partial_x\partial_yu$ cancel and
\begin{equation}
\Omega=i\langle\partial_xu|\partial_yu\rangle-i\langle\partial_yu|\partial_xu\rangle
=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle .
\label{eq:curv}
\end{equation}
This invariance presupposes a differentiable $\chi$. It does not protect a formula fed with mismatched vectors. Let $v_{x\pm}$ and $v_{y\pm}$ be the solver's vectors at displacements $\pm h$ along the two axes. Central differences give
\begin{equation}
\langle D_xv|D_yv\rangle=\frac{1}{4h^2}\sum_{s,t=\pm1}st\,\langle v_{xs}|v_{yt}\rangle .
\end{equation}
For independent random phases each overlap is, at leading order, a phase factor whose imaginary part has mean square $\frac12$. Products of different terms average to zero, since each contains a phase absent from the other. The four terms together have mean square 2, so the estimate $-2\,\mathrm{Im}\langle D_xv|D_yv\rangle$ has rms size
\begin{equation}
\frac{2}{4h^2}\sqrt2=\frac{1}{\sqrt2\,h^2}.
\end{equation}
To represent a solver without a phase convention, the numerical eigenvectors were multiplied by independent random phases, with 20\,000 draws per step:

\begin{center}
\begin{tabular}{lll}
$h$ & rms $|a_h|$ & rms naive $\Omega$\\
$10^{-1}$ & $14.1$ & $70$\\
$10^{-2}$ & $142$ & $7.1\times10^{3}$\\
$10^{-3}$ & $1.41\times10^{3}$ & $7.0\times10^{5}$
\end{tabular}
\end{center}

The two columns follow $\sqrt2/h$ and $1/(\sqrt2h^2)$ to within $1.3\%$. Reducing the step is the wrong remedy.

\section{First repair: differentiate the projector}

The projector $P=|v\rangle\langle v|=|u\rangle\langle u|$ contains no $\chi$. From $\partial_jP=|\partial_ju\rangle\langle u|+|u\rangle\langle\partial_ju|$ and $\langle\partial_ju|u\rangle=-\langle u|\partial_ju\rangle$,
\begin{equation}
(\partial_jP)|u\rangle=|\partial_ju\rangle-|u\rangle\langle u|\partial_ju\rangle=(1-P)|\partial_ju\rangle .
\label{eq:dP}
\end{equation}
The component of $\partial_ju$ along $u$, which is the component that defines $A_j$, has been removed. Projector differences therefore do not repair the calculation of the connection; they replace it by that of the curvature. Because $\partial_xP$ is Hermitian,
\begin{equation}
\mathrm{Tr}(P\,\partial_xP\,\partial_yP)=\langle\partial_xu|(1-P)|\partial_yu\rangle
=\langle\partial_xu|\partial_yu\rangle-A_xA_y ,
\end{equation}
where the last term is $\langle\partial_xu|u\rangle\langle u|\partial_yu\rangle=(iA_x)(-iA_y)$. It is real and symmetric, so it cancels when $x$ and $y$ are exchanged and the results subtracted. What remains is $2i\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle=-i\Omega$, or
\begin{equation}
\Omega=i\,\mathrm{Tr}\left(P[\partial_xP,\partial_yP]\right).
\label{eq:proj}
\end{equation}
Central differences of the smooth matrix $P$ make an error $O(h^2)$.

For the model this formula can be evaluated in closed form. With $\mathbf n=\mathbf d/|\mathbf d|$, the lower-band projector is $P=\frac12(1-\mathbf n\cdot\boldsymbol\sigma)$. The product rule for Pauli matrices gives $[\partial_xP,\partial_yP]=\frac i2(\partial_x\mathbf n\times\partial_y\mathbf n)\cdot\boldsymbol\sigma$. Its trace with $P$ is $-\frac i2\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)$. Derivatives of $1/|\mathbf d|$ contribute only vectors along $\mathbf d$, which drop out of the triple product, so
\begin{equation}
\Omega=\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3}.
\end{equation}
Write $c_j=\cos k_j$, $s_j=\sin k_j$ and $p=(1-c_x)(1-c_y)$. Then $\partial_x\mathbf d\times\partial_y\mathbf d=(s_xc_y,\ c_xs_y,\ c_xc_y)$, and
\begin{align}
\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)
&=(1-c_x^2)c_y+(1-c_y^2)c_x+c_xc_y(c_x+c_y-1)\nonumber\\
&=c_x+c_y-c_xc_y=1-p,\\
|\mathbf d|^2&=2-c_x^2-c_y^2+(c_x+c_y-1)^2\nonumber\\
&=3-2c_x-2c_y+2c_xc_y=1+2p .
\end{align}
Hence
\begin{equation}
\Omega=\frac{1-p}{2(1+2p)^{3/2}} .
\label{eq:model-curv}
\end{equation}
Since $p\ge0$, the gap $2|\mathbf d|$ is never below 2 and the band is nondegenerate throughout. The curvature is $\frac12$ at $\mathbf k=0$, vanishes where $p=1$, and is $-\frac1{18}$ at $(\pi,\pi)$, where $p=4$.

At $\mathbf k=(1.0,0.7)$, $p=0.1081$, so $|\mathbf d|=\sqrt{1.2162}=1.1028$ and
\begin{equation}
\Omega=\frac{0.8919}{2\times1.3412}=0.3325 .
\end{equation}
Equation~(\ref{eq:proj}), with randomly rephased numerical eigenvectors, differs from Eq.~(\ref{eq:model-curv}) by $-1.1\times10^{-3}$ at $h=0.1$ and by $-1.1\times10^{-5}$ at $h=0.01$. The first error is $0.3\%$ of $\Omega$, and the tenfold smaller step reduces it a hundredfold.

\section{Second repair: close the chain of overlaps}

For vectors $v_0,\dots,v_{N-1}$ at successive points of a closed loop, with $v_N=v_0$, define
\begin{equation}
\gamma=-\arg\prod_{j=0}^{N-1}\langle v_j|v_{j+1}\rangle .
\label{eq:loop}
\end{equation}
Each vector occurs once as a bra and once as a ket, so its phase cancels whatever the solver chose. The result is defined modulo $2\pi$ and requires nonzero overlaps.

To see what $\gamma$ approaches, use the smooth $u$ and consider one link of displacement $\boldsymbol\Delta$ centred at $\mathbf c$:
\begin{equation}
f(\mathbf c,\boldsymbol\Delta)=-\arg\langle u(\mathbf c-\boldsymbol\Delta/2)|u(\mathbf c+\boldsymbol\Delta/2)\rangle .
\end{equation}
Reversing $\boldsymbol\Delta$ conjugates the overlap, so $f$ is odd in $\boldsymbol\Delta$ and $f=\mathbf A(\mathbf c)\cdot\boldsymbol\Delta+O(|\boldsymbol\Delta|^3)$. For a small square of side $h$ centred at $\mathbf k$ and traversed counterclockwise, the bottom and top edges contribute
\begin{equation}
f(\mathbf k-\tfrac h2\hat y,h\hat x)-f(\mathbf k+\tfrac h2\hat y,h\hat x)
=-h^2\partial_yA_x+O(h^4).
\end{equation}
The cubic terms have smooth coefficients evaluated a distance $h$ apart, so their difference is $O(h^4)$. The right and left edges likewise give $+h^2\partial_xA_y+O(h^4)$. Therefore
\begin{equation}
\gamma/h^2=\Omega+O(h^2).
\end{equation}
At the same point as before, again with random phases, the error is $1.7\times10^{-4}$ at $h=0.1$ and $1.7\times10^{-6}$ at $h=0.01$.

For a finite loop, $\gamma$ approaches $\oint\mathbf A\cdot d\mathbf k$, which by Stokes' theorem is the integral of $\Omega$ over the enclosed area when $u$ is smooth there. Each of the $N$ links has an error $O(N^{-3})$, and the polygon's area differs from that of the smooth loop by $O(N^{-2})$, so the total error is $O(N^{-2})$. Take a circle of radius $0.4$ about $(1.0,0.7)$. Quadrature of Eq.~(\ref{eq:model-curv}) over the disc gives $0.16792$ rad. The product gives $0.16524$, $0.16725$ and $0.16775$ rad for $N=20$, $40$ and $80$.

The deficit is close to what the missing area alone would produce. An inscribed regular polygon lacks a fraction $1-\sin(2\pi/N)/(2\pi/N)\approx(2\pi/N)^2/6$ of the disc, which is $0.10\%$ for $N=80$. If the curvature were uniform, this would lower the phase by $1.7\times10^{-4}$ rad, close to the computed deficit of $1.68\times10^{-4}$ rad.

Could one keep the quotients and hope that their errors average out around the loop? Summing $h\,\mathrm{Re}\,a_h$ means adding $-\mathrm{Im}\langle v_j|v_{j+1}\rangle$ instead of multiplying overlaps. With random phases each term has mean square close to $\frac12$ and different terms are uncorrelated, so the sum has rms size $\sqrt{N/2}$. Over 10\,000 draws it is $3.2$, $4.5$ and $6.4$ for the three values of $N$, against a true phase of $0.17$. Refinement increases the noise.

\section{Aligning phases is not a local cure}

A natural reply is to rotate each vector until its overlap with the preceding one is real and positive. This removes the divergence, but then $a_h=i(|\langle v_j|v_{j+1}\rangle|-1)/h$. The modulus of the overlap differs from 1 by $O(h^2)$, so $a_h\to0$ on every link, whatever the curvature. Alignment has chosen a gauge with zero connection along the path.

The physical information reappears on closing the loop. Let $w_0=v_0$ and let the aligned vector on returning to the start be $w_N=e^{i\alpha}w_0$. The product $\prod\langle w_j|w_{j+1}\rangle$ ending on $w_N$ is positive. Replacing $w_N$ by $w_0$ to close the chain multiplies it by $e^{-i\alpha}$, and Eq.~(\ref{eq:loop}) gives $\gamma=\alpha$. For the circle with $N=80$ the closing mismatch is $0.16775$ rad, the same as the overlap product. Up to the $O(N^{-2})$ discretization error, the mismatch is the Berry phase of the circle, so it must not be discarded as a numerical fault.

\section{How small a step, and how coarse a grid}

The advice to shrink $h$ needs a limit even for the repaired methods. Rounding errors of size $\varepsilon\sim10^{-16}$ in $P$ are divided by $h$, whereas those in the phase of a square are divided by $h^2$. At $h=10^{-7}$ the rms errors over 200 sets of random phases are $8\times10^{-10}$ for the projector formula and $8\times10^{-3}$ for the square. The latter is $2.5\%$ of $\Omega$, far worse than at $h=0.1$. Balancing the square's rounding error, $8\times10^{-17}/h^2$, against its step error, $0.017h^2$, suggests $h\approx3\times10^{-4}$ at this point.

If the aim is the Chern number
\begin{equation}
C=\frac1{2\pi}\int_{\mathrm{BZ}}\Omega\,d^2k ,
\end{equation}
where BZ is the Brillouin zone, small steps are unnecessary. Cover the zone with squares and add their phases, each taken between $-\pi$ and $\pi$. Every edge is traversed once in each direction, so the product of all the squares' overlap products is positive and the sum of phases is an integer multiple of $2\pi$. That holds on any periodic grid with nonzero overlaps; it does not by itself guarantee the right integer. The integer is right if the grid is fine enough for each phase to represent the flux through its square without a slip of $2\pi$. On a $12\times12$ grid the largest phase is $0.14$ rad, far from $\pi$, and the sum gives $C=1$. Phases below $\pi$ are no proof on their own: a $2\times2$ grid displaced by $0.3$ of a spacing along both axes has a largest phase of $1.2$ rad and gives $0$. Quadrature of Eq.~(\ref{eq:model-curv}) over the zone also gives 1.

Both repairs assume an isolated band. Where two bands touch, the single-band projector generally ceases to be smooth, and the error estimates above no longer apply.
